# The Slab-Truncated Coulomb Kernel and the Half-Height Cutoff for Charged Layers: a program that tests the result

```python
"""Coulomb interaction truncated to |z| < R in a slab cell of height L.
Result under test, Hartree atomic units, g = 2 pi n / L, G^2 = K^2 + g^2:
  v(K,g) = 4 pi/G^2 * {1 - exp(-K R) [cos(g R) - (g/K) sin(g R)]},
which at R = L/2 becomes 4 pi/G^2 * [1 - (-1)^n exp(-K L/2)].
K is the in-plane wave number. At K = 0 an infinite constant is dropped, so
the planar interaction is -2 pi |z|. Energies are tested for Gaussian charges
(standard deviation s) on a square lattice of side a, against a real-space sum.
"""
import numpy as np
import mpmath as mp
from scipy.integrate import quad
from scipy.special import erf
from scipy.constants import physical_constants

PI = np.pi
HARTREE_EV = physical_constants["Hartree energy in eV"][0]
s = 0.5          # bohr, Gaussian standard deviation
charge = 1.0     # elementary charges


def kernel_general(K, n, L, R):
    """Truncated kernel for any cutoff R, finite part at K = 0."""
    K, n = np.broadcast_arrays(np.asarray(K, float), np.asarray(n))
    g = 2 * PI * n / L
    Ks = np.where(K > 0, K, 1.0)
    gs = np.where(n != 0, g, 1.0)
    c, sn = np.cos(g * R), np.sin(g * R)
    finite_K = 4*PI/(Ks**2 + g**2) * (1 - np.exp(-Ks*R)*(c - g/Ks*sn))
    zero_K = np.where(n != 0, 4*PI/gs**2 * (1 - c - g*R*sn), -2*PI*R**2)
    return np.where(K > 0, finite_K, zero_K)


def kernel_half(K, n, L):
    """Simple kernel for R = L/2, with the alternating sign."""
    K, n = np.broadcast_arrays(np.asarray(K, float), np.asarray(n))
    G2 = K**2 + (2 * PI * n / L)**2
    sign = 1 - 2 * (n % 2)
    v = 4*PI/np.where(G2 > 0, G2, 1.0) * (1 - sign*np.exp(-K*L/2))
    return np.where(G2 > 0, v, -PI * L**2 / 2)


def kernel_quadrature(K, n, L, R):
    """Window integral of the planar interaction, done numerically."""
    g = 2 * PI * n / L
    if K > 0:
        def planar(z):
            return 2 * PI / K * np.exp(-K * z)
    else:
        disk = 1.0e9   # large disk radius; its constant 2 pi P is removed

        def planar(z):
            return 2*PI*(z*z/(np.sqrt(disk**2 + z*z) + disk) - z)
    return 2 * quad(planar, 0, R, weight="cos", wvar=g,
                    epsabs=1e-10, epsrel=1e-11, limit=500)[0]


def pair_reciprocal(a, L, distance=0.0, mode="half", R=None):
    """Interaction per cell of two unit-charge Gaussian lattices."""
    gmax = 11.5
    m = int(np.ceil(gmax * a / (2 * PI)))
    nz = int(np.ceil(gmax * L / (2 * PI)))
    k = 2 * PI * np.arange(-m, m + 1) / a
    K = np.sqrt(k[:, None]**2 + k[None, :]**2).ravel()[:, None]
    n = np.arange(-nz, nz + 1)[None, :]
    g = 2 * PI * n / L
    G2 = K**2 + g**2
    if mode == "periodic":
        v = np.where(G2 > 0, 4*PI/np.where(G2 > 0, G2, 1.0), 0.0)
    elif mode == "general":
        v = kernel_general(K, n, L, R)
    else:
        v = kernel_half(K, n, L)
        if mode == "half_zero":
            v = np.where(G2 > 0, v, 0.0)
    return np.sum(v*np.exp(-G2*s*s)*np.cos(g*distance)) / (a*a*L)


def pair_real_space(a, distance=0.0):
    """Same interaction for one isolated layer, by a windowed lattice sum.
    A smooth window of range W leaves errors in even powers of 1/W; the
    leading one is removed by combining two ranges."""
    i = np.arange(-260, 261)
    r = np.sqrt(a*a*(i[:, None]**2 + i[None, :]**2) + distance**2)
    safe = np.where(r > 0, r, 1.0)
    phi = np.where(r > 0, erf(safe/(2*s))/safe, 1/(s*np.sqrt(PI)))

    def windowed(W):
        return np.sum(phi*np.exp(-(r/W)**2)) - PI**1.5*W/(a*a)
    return (4 * windowed(40 * a) - windowed(20 * a)) / 3


# In-plane transform of 1/r at fixed height, from the oscillatory integral
K_test, z_test = 0.7, 1.3
planar_num = 2 * PI * float(mp.quadosc(
    lambda r: r*mp.besselj(0, K_test*r)/mp.sqrt(r*r + z_test**2),
    [0, mp.inf], zeros=lambda j: mp.besseljzero(0, int(j))/K_test))
planar_formula = 2 * PI / K_test * np.exp(-K_test * z_test)
assert abs(planar_num - planar_formula) < 1e-6
print(f"in-plane transform, K={K_test} 1/bohr, z={z_test} bohr:")
print(f"  quadrature {planar_num:.7f}, formula {planar_formula:.7f} bohr")

# Kernels against quadrature, for half height and for a shorter window
L = 24.0
R_short = 0.4 * L
K_small_cell = 2 * PI / 40.0
for K in (0.0, K_small_cell, 0.9):
    for n in (0, 1, 2, 3, 4, 201):
        for R in (L / 2, R_short):
            q = kernel_quadrature(K, n, L, R)
            assert abs(kernel_general(K, n, L, R) - q) < 1e-5
        q = kernel_quadrature(K, n, L, L / 2)
        assert abs(kernel_half(K, n, L) - q) < 1e-5
print(f"kernel in bohr^2, L={L:.0f} bohr, short R={R_short:.1f} bohr")
print(f"K={K_small_cell:.6f} 1/bohr, exp(-KL/2)="
      f"{np.exp(-K_small_cell*L/2):.6f}")
print("  n   R=L/2      quadrature  short R    K=0,R=L/2")
for n in range(4):
    print(f"  {n} {float(kernel_half(K_small_cell, n, L)):10.4f} "
          f"{kernel_quadrature(K_small_cell, n, L, L/2):10.4f} "
          f"{float(kernel_general(K_small_cell, n, L, R_short)):10.4f} "
          f"{float(kernel_half(0.0, n, L)):10.4f}")

# Small K: divergence at n = 1 only for the shorter window
K_tiny = 1e-4
g1 = 2 * PI / L
v_half = kernel_quadrature(K_tiny, 1, L, L / 2)
v_short = kernel_quadrature(K_tiny, 1, L, R_short)
limit_half = float(kernel_half(0.0, 1, L))
slope = 4 * PI * np.sin(g1 * R_short) / g1
assert abs(v_half / limit_half - 1) < 2e-3     # remainder of order K L
assert abs(K_tiny * v_short / slope - 1) < 5e-3
print(f"n=1, K={K_tiny:.0e} 1/bohr: v(R=L/2)={v_half:.3f} bohr^2")
print(f"  v(short R)={v_short:.1f} bohr^2")
print(f"  K*v(short R)={K_tiny*v_short:.4f}, "
      f"predicted limit {slope:.4f} bohr")

# Decay with g: ten times larger n
ratio_half = (kernel_quadrature(K_small_cell, 201, L, L/2)
              / kernel_quadrature(K_small_cell, 2001, L, L/2))
ratio_short = (kernel_quadrature(K_small_cell, 201, L, R_short)
               / kernel_quadrature(K_small_cell, 2001, L, R_short))
n_ratio = 2001 / 201
assert abs(ratio_half / n_ratio**2 - 1) < 0.02
assert abs(ratio_short / n_ratio - 1) < 0.05
print(f"v(n=201)/v(n=2001): R=L/2 {ratio_half:.2f}, "
      f"short R {ratio_short:.2f}")

# Charged cell: dependence on the cell height
a = 10.0
reference = charge**2 * pair_real_space(a) / 2
self_energy = charge**2 / (2 * np.sqrt(PI) * s)
alpha = (self_energy - reference) * a / charge**2
print(f"charge q={charge:.0f} e, s={s} bohr, a={a:.0f} bohr")
print(f"isolated self-energy {self_energy:.6f} hartree")
print(f"real-space energy per cell {reference:.6f} hartree")
print(f"lattice constant alpha {alpha:.6f} (dimensionless)")
print("energies in hartree: L/bohr, truncated, v(0,0)=0, untruncated")
for height in (12.0, 24.0, 48.0):
    e_cut = charge**2 * pair_reciprocal(a, height) / 2
    e_zero = charge**2 * pair_reciprocal(a, height, mode="half_zero") / 2
    e_per = charge**2 * pair_reciprocal(a, height, mode="periodic") / 2
    assert abs(e_cut - reference) < 1e-6
    assert abs(e_zero - reference
               - PI*charge**2*height/(4*a*a)) < 1e-6
    if height >= 24:   # neglected image terms decay as exp(-2 pi L/a)
        shift = PI*charge**2/(a*a)*(height/6 + 2*s*s/height)
        assert abs(e_per - reference - shift) < 1e-6
    print(f"  {height:4.0f} {e_cut:11.6f} {e_zero:11.6f} {e_per:11.6f}")

# A shorter cutoff is also valid for this thin charge
R_quarter = L / 4
e_quarter = charge**2*pair_reciprocal(a, L, mode="general", R=R_quarter)/2
assert abs(e_quarter - reference) < 1e-6
print(f"thin charge, L={L:.0f}, R={R_quarter:.0f} bohr: "
      f"{e_quarter:.6f} hartree")

# Dependence on in-plane cell size, alpha taken from a = 10 bohr only
print("a/bohr, truncated energy/hartree, self-energy - alpha q^2/a")
for side in (10.0, 20.0, 40.0):
    energy = charge**2 * pair_reciprocal(side, L) / 2
    predicted = self_energy - alpha * charge**2 / side
    assert abs(energy - predicted) < 1e-6
    print(f"  {side:3.0f} {energy:11.6f} {predicted:11.6f}")
print(f"image energy at a=40 bohr: {energy-self_energy:.6f} hartree"
      f" = {(energy-self_energy)*HARTREE_EV:.4f} eV")

# Two separated unit-charge layers: thickness condition
print(f"layer-layer interaction in hartree, a={a:.0f}, L={L:.0f} bohr")
for distance in (8.0, 16.0):
    exact_layer = pair_real_space(a, distance)
    half_layer = pair_reciprocal(a, L, distance)
    short_layer = pair_reciprocal(a, L, distance, "general", R_quarter)
    if distance < L / 2:
        assert abs(half_layer - exact_layer) < 1e-6
        assert abs(short_layer - exact_layer) > 0.1
    else:
        assert abs(half_layer - exact_layer) > 0.1
    print(f"  distance {distance:.0f} bohr: real space {exact_layer:.6f}")
    print(f"    R=L/2 {half_layer:.6f}, R=L/4 {short_layer:.6f}")

print("all good")
```

Running it gives:

```
in-plane transform, K=0.7 1/bohr, z=1.3 bohr:
  quadrature 3.6130490, formula 3.6130490 bohr
kernel in bohr^2, L=24 bohr, short R=9.6 bohr
K=0.157080 1/bohr, exp(-KL/2)=0.151836
  n   R=L/2      quadrature  short R    K=0,R=L/2
  0   431.9665   431.9665   396.5580  -904.7787
  1   155.2831   155.2831   188.1914   366.6930
  2    35.6670    35.6670     9.6653     0.0000
  3    22.5625    22.5625    38.8676    40.7437
n=1, K=1e-04 1/bohr: v(R=L/2)=366.473 bohr^2
  v(short R)=282197.7 bohr^2
  K*v(short R)=28.2198, predicted limit 28.2137 bohr
v(n=201)/v(n=2001): R=L/2 99.11, short R 10.20
charge q=1 e, s=0.5 bohr, a=10 bohr
isolated self-energy 0.564190 hartree
real-space energy per cell 0.369176 hartree
lattice constant alpha 1.950132 (dimensionless)
energies in hartree: L/bohr, truncated, v(0,0)=0, untruncated
    12    0.369176    0.463424    0.433537
    24    0.369176    0.557672    0.495495
    48    0.369176    0.746167    0.620831
thin charge, L=24, R=6 bohr: 0.369176 hartree
a/bohr, truncated energy/hartree, self-energy - alpha q^2/a
   10    0.369176    0.369176
   20    0.466683    0.466683
   40    0.515436    0.515436
image energy at a=40 bohr: -0.048753 hartree = -1.3266 eV
layer-layer interaction in hartree, a=10, L=24 bohr
  distance 8 bohr: real space -0.499785
    R=L/2 -0.499785, R=L/4 -0.000825
  distance 16 bohr: real space -1.005291
    R=L/2 -0.499785, R=L/4 -0.000825
all good
```
